# Why overdense cyclotron-resonance plasmas need microwave launch from the high-field side

A power-deposition calculation for an electron cyclotron resonance (ECR) plasma source starts with a decision: may the microwave power be assigned to the surface where the field meets resonance? At 2.45 GHz that surface lies at 875 G. In a dense plasma the answer depends on the window. If the window sits in a stronger field, most of the power that enters the plasma in one circular polarization is absorbed close to that surface, though slightly upstream of it. If the window sits in a weaker field, almost no power gets there, however well the resonance itself absorbs. The position of the window relative to the resonance therefore has to be settled before any heating profile is drawn.

## What the electrons do to the wave

Let the static field \(B\) point along \(z\), let the wave travel along \(z\) in either direction, and let fields vary as \(e^{-i\omega t}\). Ions are held fixed, the response is linear, and for now the electrons are cold. Define

\[
X=\frac{n_e}{n_c},\qquad n_c=\frac{\varepsilon_0 m\omega^2}{e^2},\qquad Y=\frac{\omega_{ce}}{\omega},\qquad \omega_{ce}=\frac{eB}{m}.
\]

"Overdense" means \(X>1\). The right-hand (R) wave has \((E_x,E_y)=(1,i)E\). Its real part, \((\cos\omega t,\sin\omega t)E\), turns about \(B\) in the same sense as a free electron. Handedness here refers to \(B\), not to the direction of travel.

The electron velocity has the same form, \((1,i)v\). With collision frequency \(\nu\), the \(x\) component of the momentum equation is

\[
-i\omega m v=-eE-ie B v-m\nu v .
\]

Collecting the terms in \(v\) gives \(-i(\omega-\omega_{ce}+i\nu)v=-eE/m\), so

\[
v=\frac{-ieE}{m(\omega-\omega_{ce}+i\nu)} .
\]

The current is \(J=-n_eev\). Ampère's law combines it with the displacement current into a permittivity \(1+iJ/(\varepsilon_0\omega E)\), which gives

\[
\varepsilon_R=1-\frac{X}{1-Y+i\nu/\omega}. \tag{1}
\]

The sign has a direct meaning. Without collisions the electron displacement is \(r=iv/\omega=eE/[m\omega(\omega-\omega_{ce})]\), and its dipole is \(-er\). On the low-field side, \(\omega>\omega_{ce}\), the dipole opposes the field and lowers the permittivity. On the high-field side, \(\omega<\omega_{ce}\), it points along the field and raises the permittivity:

\[
\varepsilon_R=1+\frac{X}{Y-1}>1\qquad (Y>1).
\]

More plasma then makes the wave shorter; it does not stop it.

## Why the cutoff cannot be avoided from the low-field side

Without collisions, equation (1) can be written

\[
\varepsilon_R=\frac{1-X-Y}{1-Y}.
\]

For \(Y<1\) the wave is cut off where \(X+Y=1\) and evanescent where \(X+Y>1\). A wave launched from vacuum on the low-field side starts with \(X=0\) and \(Y<1\), so \(X+Y<1\). At a resonance containing plasma, \(Y=1\) and \(X>0\), so \(X+Y>1\). Density and field vary continuously, so the sum must pass through 1 on the way. Reshaping the profile moves the cutoff but does not remove it. An antenna immersed in plasma on the low-field side, where \(Y<1\), starts inside the evanescent region if \(X+Y>1\).

From the high-field side, \(Y>1\) all the way to the resonance. The sum exceeds 1 throughout and \(\varepsilon_R\) never falls below 1. This holds at any density.

The left-hand (L) wave turns against the electrons. Replacing \(Y\) by \(-Y\) gives \(\varepsilon_L=1-X/(1+Y)\), which has no electron resonance and is cut off at \(X=1+Y\). High-field launch does not help this wave in a sufficiently dense plasma.

## How much leaks through a thin barrier

A cutoff is not a perfect wall. To measure the leakage, take uniform density and a linear field, \(Y=1+z/L\), with \(L=B/(dB/dz)\) at resonance and \(z\) increasing toward high field. With \(k_0=\omega/c\), \(s=k_0z\), \(\eta=k_0XL\) and \(\delta=k_0L\nu/\omega\), the wave equation \(d^2E/dz^2+k_0^2\varepsilon_RE=0\) becomes

\[
E''+\left(1+\frac{\eta}{s-i\delta}\right)E=0. \tag{2}
\]

Primes denote \(d/ds\). The pole lies just above the real axis, so for small \(\delta\) the solution passes below \(s=0\). Going from right to left, \(\ln s\) becomes \(\ln|s|-i\pi\).

**Incidence from high field.** Write \(E=e^{-i\psi}f\) with \(\psi=s+(\eta/2)\ln s\). Since \(\psi'=1+\eta/(2s)\), substitution leaves

\[
f''-2i\psi'f'+\left(\frac{i\eta}{2s^2}-\frac{\eta^2}{4s^2}\right)f=0 .
\]

Consider a large semicircle of radius \(R\) in the lower half-plane. Start at its bottom, \(s=-iR\), with \(f=1\) and \(f'=0\), and move up to either real end. The homogeneous solution for \(f'\), proportional to \(e^{2i\psi}\), shrinks along both routes, so errors are not amplified. The remaining source is of order \(1/R^2\), and its accumulated effect on \(f\) vanishes as \(R\to\infty\). One solution, \(E_-\), therefore has the form \(e^{-i\psi}\) at both ends.

On the right, \(E_-\) is a wave of unit amplitude travelling toward low field, with no reflected partner. On the left, the logarithm contributes

\[
e^{-i(\eta/2)(-i\pi)}=e^{-\pi\eta/2}.
\]

With \(q=e^{-\pi\eta}\), the transmitted power is \(q\), the reflected power is zero and the absorbed power is \(1-q\).

**Where the power goes.** The flux toward positive \(s\) is proportional to \(F=\mathrm{Im}(E^*E')\). Near the pole \(E\to E_0\) and \(E'\simeq-\eta E_0\ln s+C\), with \(C\) a constant. Hence \(E'(0^+)-E'(0^-)=-i\pi\eta E_0\), and the absorbed flux is

\[
F(0^-)-F(0^+)=\pi\eta|E_0|^2. \tag{3}
\]

The collision frequency has dropped out. Small collisions fix the side on which the pole is passed and the width of the absorbing layer, not the amount absorbed there.

**Incidence from low field.** Now the right side must hold only an outgoing wave, \(E_+\sim e^{i\psi}\). For \(s>0\) and \(\delta\to0\) equation (2) is real, so \(E_+=E_-^*\) there, and both solutions have the same \(|E_0|\). By (3) the absorbed flux is again \(1-q\), in units where the transmitted flux is 1.

The incident flux follows from the Wronskian \(E_-E_+'-E_+E_-'\), which is constant because (2) has no first-derivative term. On the right it equals \(2i\). On the left, let \(\phi=s+(\eta/2)\ln|s|\). There \(E_-=q^{1/2}e^{-i\phi}\) and \(E_+=ae^{i\phi}+be^{-i\phi}\), so the Wronskian is \(2iaq^{1/2}\). Therefore \(|a|^2=1/q\). Dividing by this incident flux gives

\[
\mathcal T=q,\qquad \mathcal A=q(1-q),\qquad \mathcal R=1-\mathcal T-\mathcal A=(1-q)^2. \tag{4}
\]

The two directions transmit equally but absorb differently. From low field the wave must cross the barrier before it can be absorbed, which supplies the extra factor \(q\).

The absorption in (4) peaks at \(q=1/2\), where it is one quarter and \(\eta=\ln2/\pi=0.221\). Direct integration of (2) at this \(\eta\) gives 50.0% absorption from high field and 25.0% from low field. At \(\eta=0.7\) the values are 88.9% and 9.9%. Beyond the peak, denser plasma improves the high-field launch and spoils the low-field one; below it, denser plasma improves both.

## An overdense source, launched from both ends

The example resembles an argon ECR etching source at 2.45 GHz. The vacuum wavelength is 12.24 cm, so \(k_0=2\pi/12.24=0.513\ \mathrm{cm^{-1}}\). The critical density is \(7.45\times10^{10}\ \mathrm{cm^{-3}}\), and a peak density of \(5\times10^{11}\ \mathrm{cm^{-3}}\) gives \(X=6.7\). A gradient of 25 G/cm gives \(L=875/25=35\) cm.

The plasma runs from 20 cm on the low-field side to 12 cm on the high-field side, with a 4 cm density edge of \(\sin^2\) shape at each end and vacuum beyond. Profiles and collision rate are held fixed while the launch end is changed. Pressure is 1 mTorr and \(\nu/\omega=3.0\times10^{-4}\).

First consider low density. The best cold low-side absorption needs

\[
X=\frac{0.221}{0.513\times35}=0.0123,
\]

or about \(9\times10^8\ \mathrm{cm^{-3}}\), some eighty times below critical. A discharge can thus take some power from the low-field side while it is thin, but in this single-pass model the coupling falls as the density rises further. Thermal Doppler broadening, treated below, is about a third of the cutoff-to-resonance gap here, yet a warm kinetic solution for this profile at 4 eV still gives about 25%.

At full density the uniform-plasma formula no longer applies on the low-field side. It would put the cutoff at a distance \(XL=235\) cm, beyond the point where the linear field reverses. The density edge must be included. The cutoff then lies 19.3 cm from resonance, inside the plasma edge, where \(Y=0.45\) and the density is only \(4.1\times10^{10}\ \mathrm{cm^{-3}}\). The low-side wave is stopped before the local density reaches critical.

Behind the cutoff the field decays at the rate \(\kappa=k_0\sqrt{XL/|z|-1}\), with \(X\) the local value. A hand estimate ignores the density edge and the 1 under the root:

\[
2\int\kappa\,dz\simeq4k_0\sqrt{XLd}=4(0.513)\sqrt{235\times19.3}\simeq138,
\]

where \(d\) is the barrier width. This is a power factor of about \(10^{-60}\). The integral with the actual profile gives \(10^{-57.8}\), and the full wave solution gives \(10^{-57.6}\). Such a number means that tunnelling is irrelevant; any stray path would carry more power.

For the R wave, the two launches compare as follows:

- From low field, 99.94% is reflected. The remaining 0.06% is lost to collisions.
- From high field, 10.2% is reflected and 89.8% is absorbed. Raising the collision rate fivefold leaves the absorption at 89.8%.

Not all of that 89.8% is resonant heating. Differentiating the flux and using the wave equation gives \(dF/ds=-\mathrm{Im}(\varepsilon_R)|E|^2\), so collisions remove power along the route. They take 2.7% of the incident power before the wave is 4 cm from resonance, and 87.1% passes that point. A higher collision rate raises this early loss and leaves less for the resonance, even though the total absorption hardly changes.

## Reflection without a cutoff

The 10.2% reflected from the high-field side is a mismatch. Suppose the plasma began abruptly at the high-field end, where \(Y=1.343\). The index just inside would be

\[
N=\sqrt{1+\frac{6.715}{0.343}}=4.54.
\]

Let the reflected and transmitted amplitudes be \(r\) and \(t\). Continuity of \(E\) and of \(dE/dz\) requires \(1+r=t\) and \(1-r=Nt\), if the index varies slowly inside and nothing returns from the resonance. Eliminating \(t\) gives

\[
|r|^2=\left(\frac{N-1}{N+1}\right)^2=\left(\frac{3.54}{5.54}\right)^2=0.41 .
\]

The wave solution with a sharp edge also gives 41%. The 4 cm edge lowers this to 10%. The figure depends on the edge: a linear 4 cm ramp gives 12%, and \(\sin^2\) edges of 2 and 5 cm give 19% and 8%. A lossless matching section can in principle cancel such a reflection, because propagating plasma lies behind it. For an axial wave, there is no comparable absorbing load within reach behind the low-side cutoff. An oblique wave can lose power where \(X=1\) in the low-side density edge. At the transverse wavenumber \(0.36k_0\) used below, this loss is about 11% for a nearly R-polarized wave, and ranges from under 1% to 18% for linear polarizations. It heats the edge, not the cyclotron resonance.

## Where warm electrons take the power

An electron moving at \(v_z\) sees the frequency \(\omega-kv_z\), so some electrons resonate before the wave reaches \(Y=1\). For an isotropic Maxwellian \(f_0\) of temperature \(T\) (in energy units), the wave's magnetic force does not change \(f_0\) to first order: it is perpendicular to \(\mathbf v\), while \(\partial f_0/\partial\mathbf v\) is parallel to \(\mathbf v\). The electric force contributes through \(\partial f_0/\partial\mathbf v=-m\mathbf vf_0/T\).

For the R wave, \(\mathbf E\cdot\mathbf v=Ev_\perp e^{i\theta}\), where \(\theta\) is the gyration angle. Gyration adds \(\omega_{ce}\partial/\partial\theta=i\omega_{ce}\) to the linearized kinetic equation:

\[
-i(\omega-kv_z-\omega_{ce})f_1=-\frac{e}{T}Ev_\perp e^{i\theta}f_0 .
\]

In the current, the angular average of \(\cos\theta\,e^{i\theta}\) is \(1/2\), and \(\langle v_\perp^2\rangle/2=T/m\). The result is the cold response averaged over Doppler shifts. With \(\beta=\sqrt{2T/m}/c\), \(u=v_z/(\beta c)\) and \(k=Nk_0\),

\[
N^2=1-\frac{X}{\sqrt\pi}\int_{-\infty}^{\infty}\frac{e^{-u^2}\,du}{1-Y-N\beta u}. \tag{5}
\]

Collisions are omitted here. Resonance broadens when \(Y-1\) is comparable with \(N\beta\). Inserting the cold estimate \(N\simeq\sqrt{X/(Y-1)}\) gives

\[
Y-1\sim(X\beta^2)^{1/3}.
\]

At 4 eV, \(\beta=0.00396\), so the width is about 0.047, or 1.7 cm. Solving (5) at each position in the flat-density region gives the optical depth \(2k_0\int\mathrm{Im}N\,dz\). It reaches 1 at \(Y=1.057\), 2.0 cm before the cold resonance, and totals 10.4 by \(Y=1\). In this local approximation only about \(e^{-10.4}=3\times10^{-5}\) of the power entering that region remains at the 875 G surface.

Thus "reaches resonance" means "reaches the Doppler-broadened resonance". For this example the local estimate places most of the heating around 2 cm upstream, not in a collisional sheet at 875 G. The position is approximate, because the wavelength there, about 1 cm, is comparable with the width of the layer.

## Polarization and finite chamber size

A linearly polarized wave is an equal sum of R and L, since \((1,0)=\tfrac12(1,i)+\tfrac12(1,-i)\). At the example's peak density the L wave is cut off, and 99.97% of it returns even from the high-field end. A linear feed therefore delivers about \(0.5\times87\%=44\%\) of its power to the 4 cm point in one pass. A plane metal wall does not convert the rest: it returns the field with reversed sign, which leaves the rotation sense about \(B\) unchanged. A circular polarizer set for the electron sense removes this loss for an axial plane wave. In a circular guide the removal is incomplete: about 8% of the transverse field energy of the circularly polarized lowest mode still turns the other way.

A finite chamber also makes the wave oblique. For a 10 cm radius, the lowest guide mode has a transverse wavenumber 0.36 times \(k_0\). A plane wave with that transverse wavenumber, polarized nearly as R (equal power in its two linear polarizations, in quadrature, which is a stand-in and not the guide mode itself) and launched from high field into the same layered plasma, gives 6.5% reflection and 81.1% delivered to the 4 cm point. Loss before that point rises from 2.7% to 12.5%. A likely cause is the field component along \(B\), which meets a local plasma resonance at \(X=1\) in the density edge. This is a conjecture, because the calculation does not separate that loss from the rest.

## Comparison with real sources

The frequency, millitorr pressure, few-electronvolt temperature and density of several \(10^{11}\ \mathrm{cm^{-3}}\) are roughly typical of ECR etching and deposition sources. The gradient, chamber radius and edge width are plausible round values that vary between machines. Real sources break the assumption of purely axial propagation; in the plane-wave estimate this moves the delivered R power from 87% to 81%. They also have radial density and field variations, and at high microwave power the electron response may no longer be linear or the electron distribution Maxwellian. None of these effects is sized here. The example gives the scale of the effects, not a prediction for a particular reactor.

## What to do about it

For an overdense source heated by waves travelling along \(B\), these steps follow:

1. Map the field from window to resonance with the coils at their operating currents. It should stay above the resonant value over the whole path. If the field at the window is below the resonant value and a coil peak above it lies further in, the wave meets a low-side approach first.
2. Launch the polarization that turns with the electrons about \(B\). Reversing the coil current reverses the required sense.
3. Treat high-side reflection as a matching problem, and expect it to change with edge density.
4. Do not take successful ignition from the low-field side as evidence of coupling at operating density. The barrier that is thin at \(10^9\ \mathrm{cm^{-3}}\) is opaque at \(5\times10^{11}\ \mathrm{cm^{-3}}\).
5. Place the heating over the Doppler-broadened layer, and recompute its position when density, temperature or field gradient changes.

The numerical output gives the remaining inputs and intermediate values.

## Calculated quantities

```
Wave frequency: 2.45 GHz
Vacuum wavelength: 12.24 cm
Resonance field: 875.2 G
Critical density: 7.446e+10 cm^-3
Peak density: 5.00e+11 cm^-3
Peak density / critical density X: 6.715
Field gradient: 25.0 G/cm
Field scale length L: 35.01 cm
Plasma ends from resonance: -20, 12 cm
Density edge width: 4.0 cm
Y at low end, high end: 0.429, 1.343
Argon pressure: 1.0 mTorr
Gas temperature: 400 K
Electron temperature: 4.0 eV
Electron-argon rate constant: 1.0e-07 cm^3/s
Electron-argon collision rate: 2.41e+06 s^-1
Electron-ion collision rate: 2.19e+06 s^-1
Total collision rate / angular frequency: 2.99e-04
Linear-field test: eta, high absorbed, low absorbed, low reflected
  0.0500, 0.1454, 0.1243, 0.0211
  0.2206, 0.5000, 0.2502, 0.2498
  0.7000, 0.8891, 0.0992, 0.7899
Density for greatest cold low-side absorption: 9.14e+08 cm^-3
Doppler width / cutoff gap at that density: 0.322
Low-side cutoff position: -19.26 cm
Low-side cutoff density: 4.10e+10 cm^-3
Low-side Y at cutoff: 0.450
log10 barrier transmission, wave solution: -57.63
log10 barrier transmission, integral estimate: -57.75
R wave from high side, reflected: 10.18 %
R wave from high side, absorbed in all: 89.82 %
Same with five times collisions, absorbed: 89.80 %
Axial power 4 cm before resonance: 87.10 %
Axial collisional loss before that point: 2.72 %
R wave from low side, reflected: 99.943 %
R wave from low side, absorbed by collisions: 0.057 %
Index just inside a sharp high-side edge: 4.538
Sharp-edge reflection, wave solution: 40.81 %
Sharp-edge reflection, index formula: 40.81 %
L wave from high side, reflected: 99.97 %
Thermal speed / light speed: 0.00396
Warm index at Y=1: 12.52 + 7.21 i
Cube-root estimate at Y=1: 12.50 + 7.22 i
Warm optical depth before Y=1: 10.38
Optical depth one reached at Y: 1.0567
Distance before resonance at depth one: 1.98 cm
Chamber radius: 10.0 cm
Transverse / vacuum wavenumber: 0.359
Oblique high-side wave, reflected: 6.46 %
Oblique power 4 cm before resonance: 81.08 %
Oblique loss before that point: 12.45 %
```
